\section*{Charge and Oxygen-Pressure Exponent of Dilute 4:1 Clusters in Wustite}

\section{Problem}

Wustite, $\mathrm{Fe}_{1-\delta}\mathrm{O}$, has the rock-salt structure and a deficit of iron. Suppose that the deficit resides in 4:1 clusters, each made of four vacant octahedral cation sites around one $\mathrm{Fe^{3+}}$ ion on a tetrahedral site. The compensating holes are $\mathrm{Fe^{3+}}$ ions on octahedral sites, free to move away from the clusters.

Let $C$ be the number of clusters and $p$ the number of free holes, each per cation site of the lattice. Let $\Pi=P/P^\circ$ be the oxygen pressure divided by $P^\circ=1$ bar. The temperature is fixed.

\begin{enumerate}
\item What is the charge of the cluster relative to the perfect crystal?
\item What is the exponent $m$ in $\delta\propto\Pi^m$ when the defects are dilute and ideal?
\item At 1273 K let $\delta=0.06$ at $10^{-11}$ Torr. What does the ideal law give at $10^{-10}$ Torr, and can it be trusted there?
\end{enumerate}

\section{First estimate by scaling}

A vacant $\mathrm{Fe^{2+}}$ site has relative charge $-2$, in units of $e$. A tetrahedral site is empty in the perfect crystal, so an $\mathrm{Fe^{3+}}$ ion there contributes its full $+3$. The cluster charge is
\begin{equation}
z=4(-2)+3=-5 ,
\end{equation}
and five holes are needed to balance it. Four iron ions leave their sites and one is put back, so the crystal has three more oxygen than iron atoms per cluster.

Three oxygen atoms come from $3/2$ molecules of $\mathrm{O_2}$, which supply a factor $\Pi^{3/2}$. They create six independent particles: one cluster and five holes. If all six are assigned the same fraction $x$, then
\begin{equation}
x^6\sim K\Pi^{3/2},\qquad x\sim K^{1/6}\Pi^{1/4},
\label{eq:scaling}
\end{equation}
where $K$ depends on temperature alone. The estimate suggests $m=1/4$. It ignores the fact that there are five times as many holes as clusters, so its absolute fractions need correction.

\section{Solution of the dilute model}

\subsection{Composition and reaction}

Take $N$ cation sites, $N$ oxygen ions and $n=CN$ clusters. The number of iron ions is $N-4n+n=N-3n$, hence
\begin{equation}
\delta=3C .
\end{equation}
Let $N_3$ be the total number of $\mathrm{Fe^{3+}}$ ions. The remaining $N(1-\delta)-N_3$ iron ions are divalent, and neutrality of the whole crystal requires
\begin{equation}
2\left[N(1-\delta)-N_3\right]+3N_3=2N
\quad\Longrightarrow\quad N_3=2\delta N=6CN .
\end{equation}
One of these six ions per cluster is the tetrahedral ion. It belongs to the cluster and is not a free hole. The other five give $p=5C$, in agreement with the charge $-5$.

The balanced reaction is
\begin{equation}
\tfrac32\mathrm{O_2}+6\,\mathrm{Fe_{Fe}}
\rightleftharpoons 3\,\mathrm{O_O}+\mathcal C^{5-}+5h^{+},
\label{eq:reaction}
\end{equation}
where $\mathrm{Fe_{Fe}}$ is $\mathrm{Fe^{2+}}$ on its normal site, $\mathrm{O_O}$ is a normal oxygen ion, $\mathcal C^{5-}$ is the cluster and $h^+$ is an octahedral $\mathrm{Fe^{3+}}$. Six iron atoms on the left become one in the cluster and five holes. The cation sites increase from six to $4+5=9$, which matches the three new oxygen sites. The charge is zero on both sides.

\subsection{Equilibrium from counting}

The law of mass action follows from the statistical weight of $n$ clusters. At fixed $N$, forming them removes $3n$ iron atoms and contributes $\exp(-3n\mu_{\rm Fe}/k_BT)$. Equilibrium with the oxide gives $\mu_{\rm Fe}+\mu_{\rm O}=g$, where $g$ is the free energy of one added lattice unit. In the dilute limit $g$ has its pure-crystal value. The gas fixes
\begin{equation}
\mu_{\rm O}=\tfrac12\mu_{\rm O_2}=\mu_{\rm O}^\circ+\tfrac12k_BT\ln\Pi .
\end{equation}
Each cluster therefore has the weight
\begin{equation}
w=K\Pi^{3/2}.
\end{equation}
The constant $K$ collects all pressure-independent factors, including the number of tetrahedral positions per cation site.

Place the clusters on $N$ possible positions and the $5n$ holes on the $N-4n$ cation sites that are not vacant:
\begin{equation}
\Omega=\binom Nn\binom{N-4n}{5n},\qquad Z=\sum_n\Omega\,w^n .
\label{eq:sum}
\end{equation}
This count does not exclude overlap of clusters, whose effect on the exponent vanishes in the dilute limit. For large $N$ the sum is dominated by its largest term. Stirling's formula gives
\begin{align}
\frac{\partial\ln\Omega}{\partial n}
&=\ln\frac{N-n}{n}-4\ln(N-4n)-5\ln(5n)+9\ln(N-9n).
\end{align}
Setting this derivative plus $\ln w$ to zero, and dividing each number by $N$, yields
\begin{equation}
\ln w=\ln\frac{C}{1-C}+5\ln(5C)+4\ln(1-4C)-9\ln(1-9C).
\label{eq:finite}
\end{equation}
The powers of $N$ cancel because $-4-5+9=0$. For $C\ll1$ the terms that describe blocked sites vanish, leaving
\begin{equation}
K\Pi^{3/2}=C(5C)^5=Cp^5 .
\label{eq:massaction}
\end{equation}
Substituting $C=p/5$ gives
\begin{equation}
p^6=5K\Pi^{3/2},\qquad
p=(5K)^{1/6}\Pi^{1/4},
\end{equation}
and therefore
\begin{equation}
C=5^{-5/6}K^{1/6}\Pi^{1/4},\qquad
\delta=3\,5^{-5/6}K^{1/6}\Pi^{1/4}.
\label{eq:solution}
\end{equation}
The dilute exponent is $m=1/4$.

The sum in Eq.~(\ref{eq:sum}) can also be evaluated term by term. With $N=10^7$ near $C=10^{-4}$ it gives $m=0.2497$. Within this count, at fixed $g$, the small difference from $1/4$ follows from Eq.~(\ref{eq:finite}): to first order in $C$,
\begin{equation}
\frac{d\ln w}{d\ln C}=6+(1-16+81)C=6+66C=6.0066 ,
\end{equation}
and $1.5/6.0066=0.2497$.

\subsection{The example}

At the first pressure, $10^{-11}$ Torr or $\Pi=1.333\times10^{-14}$, the given composition means $C=0.06/3=0.020$ and $p=5C=0.100$. Equation~(\ref{eq:massaction}) then gives
\begin{equation}
K=\frac{0.020\,(0.100)^5}{(1.333\times10^{-14})^{3/2}}
=1.30\times10^{14}.
\end{equation}
With $k_BT=0.1097$ eV, the apparent reaction free energy is $-k_BT\ln K=-3.6$ eV per cluster. It is called apparent because it is inferred by applying an ideal law to a concentrated crystal.

Raising the pressure tenfold at fixed temperature multiplies $C$ and $p$, and hence $\delta$, by $10^{1/4}=1.778$:
\begin{equation}
\delta=0.060\times1.778=0.107,\qquad p=0.178 .
\end{equation}

\section{Comparison of the two results}

The scaling estimate has the right exponent because neutrality fixes the ratio $p/C$. A fixed ratio changes prefactors but not powers. The absolute values differ:
\begin{equation}
\frac Cx=5^{-5/6}=0.26,\qquad \frac px=5^{1/6}=1.31 .
\end{equation}
In the example, Eq.~(\ref{eq:scaling}) gives $x=0.100/1.31=0.076$. Taking this as the cluster fraction would give $\delta=3x=0.23$ instead of 0.06, too large by a factor of 3.8. The hole fraction is underestimated by only 24 percent, since the factor of five enters $p$ through a sixth root.

The same argument covers a defect with $s$ excess oxygen atoms and $q$ free holes. Its equilibrium is $C(qC)^q\propto\Pi^{s/2}$ for $q>0$, and $C\propto\Pi^{s/2}$ for $q=0$. In both cases
\begin{equation}
m=\frac{s}{2(q+1)} .
\label{eq:general}
\end{equation}
If every 4:1 cluster holds one hole, then $s=3$, $q=4$ and $m=3/10$. If it holds all five, $q=0$ and $m=3/2$. Freedom of the holes is thus essential to the result.

An isolated vacancy with one bound hole has $s=1$ and $q=1$, which also gives $m=1/4$. A measured quarter power would therefore not identify the 4:1 cluster.

\section{Where the ideal law fails}

\subsection{Competing isolated vacancies}

Let $v$ be the fraction of isolated, doubly charged vacancies. Their formation, $\frac12\mathrm{O_2}+2\mathrm{Fe_{Fe}}\rightleftharpoons\mathrm{O_O}+V''+2h^+$, obeys $vp^2=K_v\Pi^{1/2}$. When they dominate, $p=2v$, so $p^3=2K_v\Pi^{1/2}$ and the exponent is $1/6$.

Association into clusters is described by
\begin{equation}
3V''+h^+\rightleftharpoons\mathcal C^{5-},
\qquad K_b=\frac{C}{v^3p}.
\end{equation}
The octahedral $\mathrm{Fe^{3+}}$ ion denoted by $h^+$ moves to the tetrahedral site and leaves the fourth vacancy behind. The charge on the left is $-6+1=-5$, as required. Where clusters dominate, $C/p=1/5$, and hence
\begin{equation}
v=(5K_b)^{-1/3}.
\end{equation}
Further oxidation adds clusters while the isolated vacancy fraction stays constant. Lowering the pressure eventually brings the cluster fraction below this level, and the exponent passes from $1/4$ to $1/6$.

The required binding can be estimated at $p=0.100$. Let isolated vacancies balance one percent of the hole charge. Then $v=0.01p/2=5.0\times10^{-4}$ and $C=0.99p/5=0.0198$, so
\begin{equation}
k_BT\ln K_b=0.1097\ \mathrm{eV}\,
\ln\frac{0.0198}{(5.0\times10^{-4})^3(0.100)}
=2.32\ \mathrm{eV}.
\end{equation}
This is the ideal binding free energy per cluster at which the isolated vacancies are that scarce. Because $v$ is then constant, a more dilute crystal needs stronger binding for the same share.

\subsection{Blocked sites}

At $C=0.020$ the finite-site terms in Eq.~(\ref{eq:finite}) matter. Differentiation gives
\begin{equation}
\frac{d\ln w}{d\ln C}
=\frac1{1-C}+5-\frac{16C}{1-4C}+\frac{81C}{1-9C}=7.65 ,
\end{equation}
and $m=1.5/7.65=0.196$. The direct sum gives the same value. This calculation holds $g$ at its pure-crystal value.

At finite concentration, a new lattice unit also offers more places for the defects. This changes $g$ by $-k_BT\,\partial\ln\Omega/\partial N$ at fixed $n$. Since $w$ contains $\exp(-3g/k_BT)$, the equilibrium condition gains $3\,\partial\ln\Omega/\partial N$, where
\begin{equation}
\frac{\partial\ln\Omega}{\partial N}
=-\ln(1-C)+\ln\frac{1-4C}{1-9C}.
\end{equation}
Combining this with Eq.~(\ref{eq:finite}) gives
\begin{equation}
\ln(K\Pi^{3/2})=\ln C+5\ln(5C)+2\ln(1-C)+\ln(1-4C)-6\ln(1-9C).
\end{equation}
The last term is the mass-action factor for the six normal iron ions consumed in Eq.~(\ref{eq:reaction}). The logarithmic derivative is now
\begin{equation}
6-\frac{2C}{1-C}-\frac{4C}{1-4C}+\frac{54C}{1-9C}=7.19 ,
\end{equation}
so $m=0.209$. Within this counting model, blocking lowers the exponent by about one sixth relative to $1/4$. The exclusion of overlapping clusters and all interactions are still left out. Each tetrahedral position shares a cation site with 22 others, and excluding these to first order in $C$ lowers $m$ further, to about 0.203.

\subsection{Electrostatic interactions}

Rough parameters for wustite are a lattice parameter $a=0.43$ nm and a relative permittivity $\epsilon_r=20$. The Bjerrum length, at which two unit charges have interaction energy $k_BT$, is
\begin{equation}
l_B=\frac{e^2}{4\pi\epsilon_0\epsilon_rk_BT}=0.656\ \mathrm{nm}.
\end{equation}
There are $4/a^3$ cation sites per volume. The sum of squared charges per site is $25C+p=30C$, so the Debye length $\lambda$ satisfies
\begin{equation}
\lambda^{-2}=4\pi l_B\,(30C)\,\frac4{a^3}.
\end{equation}
In linear screening theory the surrounding charge produces the potential $-z_ie/(4\pi\epsilon_0\epsilon_r\lambda)$ at a point ion of charge $z_ie$. Charging the ion gradually introduces a factor $1/2$, giving $\ln\gamma_i=-z_i^2l_B/(2\lambda)$ for its activity coefficient. For one cluster and five holes the sum is $-A$, with
\begin{equation}
A=\frac{(25+5)l_B}{2\lambda}=\frac{15l_B}{\lambda}.
\end{equation}
Mass action becomes $\ln(K\Pi^{3/2})=\ln(Cp^5)-A$. Since $A\propto C^{1/2}$, its logarithmic derivative is $A/2$, and for small $A$
\begin{equation}
m=\frac{3/2}{6-A/2}.
\end{equation}
Weak screening raises the exponent, opposite to site blocking. At $\delta=0.06$, however, $\lambda=0.063$ nm and $A=155$. The screening length is far below the ionic spacing, so the theory has failed and this $A$ cannot be used as a correction.

\subsection{Hole binding}

The cation shell just outside the four vacancies has 12 sites at a distance $r=\sqrt{11}\,a/4=0.357$ nm from the tetrahedral ion. A point-charge estimate of the binding of the first hole is
\begin{equation}
E=\frac{5e^2}{4\pi\epsilon_0\epsilon_rr}=1.01\ \mathrm{eV}.
\end{equation}
A hole occupies a given distant site with probability $p$. Twelve nearby sites, each favoured by $\exp(E/k_BT)$, give
\begin{equation}
R=\frac{\text{clusters with one bound hole}}{\text{bare clusters}}
=12p\,e^{E/k_BT}.
\end{equation}
At $p=0.100$ this is $1.2\times10^4$. Here the whole cluster charge sits at the centre. Placing the charges of the four vacancies and the tetrahedral ion on their own sites lowers $E$ to 0.95 eV and $R$ to $6.9\times10^3$. A bulk permittivity is also crude at this distance, but either estimate contradicts the assumption of five free holes.

\subsection{Intrinsic carriers}

As long as $p=5C$, dilution weakens binding and screening, but it also exposes thermally generated carriers. Let $n_e$ be the electron fraction. With a rough gap $E_g=2.4$ eV and one state per cation site for each carrier, $n_ep=\exp(-E_g/k_BT)$. The ratio evaluated at the assumed hole fraction $p=5C$ is
\begin{equation}
I=\frac{n_e}{p}=\frac{e^{-E_g/k_BT}}{p^2}.
\end{equation}
The cluster model requires $I\ll1$. In the opposite limit $p\simeq n_e$ is independent of pressure, and $Cp^5=K\Pi^{3/2}$ gives $C\propto\Pi^{3/2}$.

The three measures, all evaluated at $p=5C$, are
\begin{center}
\begin{tabular}{cccc}
$\delta$ & $A$ & $R$ & $I$\\
$6\times10^{-8}$ & $0.16$ & $0.012$ & $3.2\times10^4$\\
$6\times10^{-5}$ & $4.9$ & $12$ & $0.032$\\
$6\times10^{-2}$ & $155$ & $1.2\times10^4$ & $3.2\times10^{-8}$
\end{tabular}
\end{center}
With $p=5C$ they scale as $\delta^{1/2}$, $\delta$ and $\delta^{-2}$. Since $A$ and $R$ then rise while $I$ falls, the largest of the three has a single minimum. It lies near $\delta=8\times10^{-6}$ and equals 1.8. Where $I$ is not small, $p=5C$ itself fails, and the small $A$ and $R$ in the first row are not reached. Neutrality, $p=n_e+5C$, keeps $p$ above $e^{-E_g/2k_BT}=1.8\times10^{-5}$, so $R$ cannot fall below 2.1 for $E=1.01$ eV, or below 1.2 for $E=0.95$ eV. For these parameters at 1273 K, no composition makes all three small. The margin depends strongly on the rough inputs: with $\epsilon_r=30$ the floor on $R$ drops to about 0.1, and the largest of the three, with neutrality kept, can be brought to about 0.8, or to about 0.3 if $E_g=3.0$ eV as well.

\section{Comparison with real wustite}

The temperature, pressures and first composition of the example are in the range of real wustite. Near 1273 K the oxide coexists with iron at roughly $10^{-12}$ Torr, with $\delta$ roughly 0.05. Towards magnetite, more than two decades higher in pressure, $\delta$ rises to somewhat above 0.1. That is a factor of about two, whereas a quarter power over two decades would give $100^{1/4}=3.2$. The predicted rise by a factor of 1.78 per decade is therefore probably too steep, and $\delta=0.107$ at $10^{-10}$ Torr is only an ideal reference value. Its closeness to the compositions found near the magnetite limit does not support the ideal law, because it depends on the assumed starting value.

The dilute composition found above is also out of reach. Extrapolating the ideal law from the first point gives
\begin{equation}
P=10^{-11}\ \mathrm{Torr}
\left(\frac{8.04\times10^{-6}}{0.06}\right)^4
=3\times10^{-27}\ \mathrm{Torr},
\end{equation}
far below the pressure at which metallic iron forms. The extrapolation is itself rough, since $K$ was inferred at a concentrated composition.

Real wustite breaks the assumption of independent, fully ionized clusters. In the counting model, which still lets clusters overlap, site blocking moves the exponent from 0.25 to about 0.21, while exactly one bound hole on every cluster would move it to 0.30 in the dilute formula. The point-charge energies favour more than one bound hole at $\delta=0.06$, so 0.30 is an illustration and not a prediction. Counting all occupations of the 12 nearby sites, with the repulsion between bound holes and with neutrality, in an otherwise ideal model gives about four bound holes per cluster, a free-hole fraction near 0.016 and $m\approx1.0$ ($m\approx0.8$ for $\epsilon_r=30$). The separate shifts cannot simply be added, because binding, screening and the formation of larger aggregates act together in the concentrated oxide. Nor do they explain the real slope. The rough boundary values above correspond to a mean exponent of about 0.13 to 0.18, below $1/4$. Hole binding and weak screening raise $m$, and so do fully ionized larger aggregates: a 13:4 cluster has $s=9$, $q=14$ and $m=0.30$. Of the effects treated here, only site blocking and isolated vacancies lower it. The charge $-5$ follows from the stated ions and sites; the exponent $1/4$ also needs dilution, free holes and charge compensation that keeps $p\propto\Pi^{1/4}$, as happens when the clusters balance nearly all the holes. The main computed values are listed in the numerical output below; the site-blocking exponent given there, 0.196, is the one with $g$ held at its pure-crystal value.

\section*{Table of computed values}
\begin{verbatim}
Effective cluster charge: -5 e
Excess oxygen per cluster: 3 atoms
Free holes per cluster: 5; total Fe3+ per cluster: 6
Reaction coefficients (O2, Fe_Fe, O_O, cluster, hole): [-3/2, -6, 3, 1, 5]
Counted exponent, 4:1 cluster, five free holes: 0.2497
Counted exponent, 4:1 cluster, one hole bound: 0.2997
Counted exponent, 4:1 cluster, all holes bound: 1.4998
Counted exponent, isolated vacancy, one free hole: 0.2500
Hole exponent, isolated V'' regime: 0.1667
Hole exponent, cluster regime with V'' allowed: 0.2500
Cluster exponent, intrinsic regime: 1.5000
Temperature: 1273 K; kT: 0.1097 eV
Rough lattice parameter: 0.43 nm
Rough relative permittivity: 20; rough gap: 2.4 eV
First pressure: 1.0e-11 Torr = 1.333e-14 bar
First delta: 0.060; C: 0.0200; p: 0.1000
Ideal K, 1 bar standard: 1.299e+14
Apparent ideal reaction free energy: -3.565 eV per cluster
Second pressure: 1.0e-10 Torr
Ideal second delta: 0.1067; C: 0.0356; p: 0.1778
Ideal composition ratio: 1.7783
Site-blocking exponent at first delta: 0.1961
Bjerrum length: 0.656 nm
Nearest hole distance: 0.357 nm; sites: 12
Coulomb binding of first hole: 1.010 eV
At delta 6.0e-08: Debye length 63.4 nm, A 0.155
  bound/bare clusters 0.0119, n/p 3.15e+04
At delta 6.0e-05: Debye length 2 nm, A 4.91
  bound/bare clusters 11.9, n/p 0.0315
At delta 6.0e-02: Debye length 0.0634 nm, A 155
  bound/bare clusters 1.19e+04, n/p 3.15e-08
Least bad delta: 8.04e-06; largest measure there: 1.80
Ideal pressure at that delta: 3.22e-27 Torr
Allowed V'' share of hole charge: 1 percent
Binding free energy needed at first delta: 2.32 eV per cluster
\end{verbatim}
